**Surface-optical phonon of a polar half-space: grid solution against the pole formula**

The program tests \(\omega_{SO}=\omega_{TO}\sqrt{(\varepsilon_s+1)/(\varepsilon_\infty+1)}\), where \(\omega_{TO}\) is the transverse phonon frequency and \(\varepsilon_s\), \(\varepsilon_\infty\) are the static and high-frequency relative permittivities. It diagonalizes the coupled lattice and Poisson equations on a grid, without using a permittivity function or an assumed decay law. It asserts that there is one surface mode at each of two wavevectors, with the predicted energy, decay on both sides and depolarizing field, and that the bulk modes give no potential outside beyond rounding. A driven calculation tests the reflection factor \(R=(\varepsilon-1)/(\varepsilon+1)\) and its pole form, including the finite value at the transverse frequency. The full Maxwell matching condition is solved numerically, and the leading retardation shift is asserted at 10 and 30 times the light wavevector. For the model values 50 meV, 10 and 3, the output shows a surface phonon at 82.9 meV, between the transverse energy and the longitudinal energy of 91.3 meV. At twice the light wavevector the output shows a shift of −1.94 meV against a leading-order estimate of −1.65 meV; no agreement is asserted there.

## Program and output

```python
"""Surface-optical (SO) phonon of a polar half-space facing vacuum.

Result under test:
    w_SO = w_TO * sqrt((eps_s + 1) / (eps_inf + 1)),
the frequency at which the electrostatic response has a pole, eps(w) = -1.

Symbols: w_TO, w_LO  transverse and longitudinal bulk phonon energies (meV)
         eps_s, eps_inf  static and high-frequency relative permittivity
         q  in-plane wavevector (1/nm); z  height above the surface (nm)
         P  lattice polarization divided by the vacuum permittivity
         S  oscillator strength in (w_TO^2 - w^2) P = S E   (meV^2)
         R  reflected potential at the surface = -R * incident potential

The reference side is a grid solution of the coupled lattice and Poisson
equations. It contains neither eps(w) nor an assumed decay law.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Model parameters
w_TO, eps_s, eps_inf = 50.0, 10.0, 3.0
S = w_TO**2 * (eps_s - eps_inf)

# Derived formulas
w_SO = w_TO * np.sqrt((eps_s + 1) / (eps_inf + 1))
w_LO = w_TO * np.sqrt(eps_s / eps_inf)
pole_strength = 1 / (eps_inf + 1) - 1 / (eps_s + 1)


def eps(w):
    return eps_inf + S / (w_TO**2 - w**2)


def R_pole_form(w):
    background = (eps_inf - 1) / (eps_inf + 1)
    return background + 2 * pole_strength * w_SO**2 / (w_SO**2 - w**2)


# Grid: crystal below z = 0, vacuum above, grounded walls at both ends
h = 0.5
crystal_depth, vacuum_height = 80.0, 100.0
n_crystal = round(crystal_depth / h)
n_vacuum = round(vacuum_height / h)
n_cells = n_crystal + n_vacuum
surface = n_crystal - 1          # index of the z = 0 node among free nodes


def grid_operators(q):
    """Gradient on all cells, gradient on crystal cells, Poisson matrices."""
    lower = np.eye(n_cells, n_cells + 1)
    upper = np.eye(n_cells, n_cells + 1, k=1)
    grad_x = (q * (lower + upper) / 2)[:, 1:-1]
    grad_z = ((upper - lower) / h)[:, 1:-1]
    grad = np.vstack([grad_x, grad_z])
    grad_crystal = np.vstack([grad_x[:n_crystal], grad_z[:n_crystal]])
    background = np.ones(n_cells)
    background[:n_crystal] = eps_inf
    background = np.tile(background, 2)
    poisson = h * grad.T @ (background[:, None] * grad)
    poisson_empty = h * grad.T @ grad
    return grad_crystal, poisson, poisson_empty


print(f"Input TO phonon energy: {w_TO:.1f} meV")
print(f"Input static permittivity: {eps_s:.1f} (dimensionless)")
print(f"Input high-frequency permittivity: {eps_inf:.1f} (dimensionless)")
print(f"Oscillator strength S: {S:.1f} meV^2")
print(f"Formula SO phonon energy: {w_SO:.4f} meV")
wavenumber = w_SO * 1e-3 * const.e / (const.h * const.c) / 100
print(f"Formula SO phonon wavenumber: {wavenumber:.2f} cm^-1")
print(f"Formula LO phonon energy: {w_LO:.4f} meV")
print(f"SO/TO frequency ratio: {w_SO / w_TO:.5f} (dimensionless)")
print(f"Permittivity at SO energy: {eps(w_SO):.6f} (dimensionless)")
print(f"Pole strength 1/(eps_inf+1)-1/(eps_s+1): {pole_strength:.5f}")
print(f"Grid: spacing {h} nm, crystal {crystal_depth} nm, "
      f"vacuum {vacuum_height} nm")

# Free vibrations: diagonalize the lattice with its own electric field
for q in (0.1, 0.3):
    G, A, _ = grid_operators(q)
    potential_of_P = np.linalg.solve(A, h * G.T)
    dynamical = w_TO**2 * np.eye(2 * n_crystal) + S * G @ potential_of_P
    dynamical = (dynamical + dynamical.T) / 2
    squares, modes = np.linalg.eigh(dynamical)
    energies = np.sqrt(squares)
    is_TO = np.abs(energies - w_TO) < 1e-6
    is_LO = np.abs(energies - w_LO) < 1e-6
    others = np.flatnonzero(~is_TO & ~is_LO)
    assert len(others) == 1, "there must be exactly one surface mode"
    so = others[0]
    # The walls change the energy by a relative amount of order exp(-2 q L)
    assert abs(energies[so] / w_SO - 1) < 1e-6
    assert w_TO < energies[so] < w_LO

    potentials = potential_of_P @ modes
    phi = potentials[:, so]
    bulk_leak = np.max(np.abs(potentials[surface:, is_TO | is_LO]))
    bulk_leak /= abs(phi[surface])
    assert bulk_leak < 1e-7

    distance = 10.0
    step = round(distance / h)
    above = phi[surface + step] / phi[surface]
    below = phi[surface - step] / phi[surface]
    expected = np.exp(-q * distance)
    # The grid changes the decay rate by a relative amount near (q h)^2 / 12
    tolerance = q * distance * (q * h)**2 / 6 + 1e-5
    assert abs(above / expected - 1) < tolerance
    assert abs(below / expected - 1) < tolerance

    P = modes[:, so]
    field = -G @ phi
    field_ratio = (field @ P) / (P @ P)
    assert np.linalg.norm(field - field_ratio * P) < 1e-7
    assert abs(field_ratio + 1 / (eps_inf + 1)) < 1e-6

    print(f"Grid q = {q} 1/nm: modes TO {is_TO.sum()}, "
          f"LO {is_LO.sum()}, SO {len(others)}")
    print(f"  grid SO energy: {energies[so]:.4f} meV")
    print(f"  potential ratio 10 nm above surface: {above:.5f}")
    print(f"  potential ratio 10 nm below surface: {below:.5f}")
    print(f"  exp(-q * 10 nm): {expected:.5f}")
    print(f"  field/polarization ratio E/P: {field_ratio:.5f}")
    print(f"  largest bulk-mode potential outside / SO: {bulk_leak:.0e}")

# Forced vibrations: charge sheet 20 nm above the surface, q = 0.1 1/nm
q = 0.1
G, A, A_empty = grid_operators(q)
n_nodes = A.shape[0]
source = np.zeros(n_nodes)
source[surface + round(20.0 / h)] = 1.0
incident = np.linalg.solve(A_empty, source)[surface]
rhs = np.concatenate([source, np.zeros(2 * n_crystal)])
print("Reflection factor R (dimensionless), grid and pole form:")
for w in (0.0, 30.0, w_TO, 70.0, 82.0, 120.0):
    lattice = (w_TO**2 - w**2) * np.eye(2 * n_crystal)
    if w == w_TO:
        # At w_TO the block is singular: P is free where the field vanishes.
        # The least-squares solution still fixes the potential uniquely.
        system = np.block([[A, -h * G.T], [S * G, lattice]])
        total = np.linalg.lstsq(system, rhs, rcond=1e-12)[0][surface]
    else:
        system = np.block([[A, -h * G.T], [S * G, lattice]])
        total = np.linalg.solve(system, rhs)[surface]
    R_grid = 1 - total / incident
    # Near the pole the small effect of the walls is magnified
    assert abs(R_grid - R_pole_form(w)) < 1e-5 * max(1, R_grid**2)
    if w != w_TO:
        R_eps = (eps(w) - 1) / (eps(w) + 1)
        assert abs(R_grid - R_eps) < 1e-5 * max(1, R_grid**2)
    print(f"  at {w:.1f} meV: {R_grid:.4f}, {R_pole_form(w):.4f}")

# Retardation: solve the full Maxwell matching condition for p polarization
hbar_c = const.hbar * const.c / const.e * 1e12     # meV nm
k_SO = w_SO / hbar_c
print(f"Light wavevector at SO energy: {k_SO:.3e} 1/nm")


def maxwell_matching(w, q):
    k = w / hbar_c
    decay_vacuum = np.sqrt(q**2 - k**2)
    decay_crystal = np.sqrt(q**2 - eps(w) * k**2)
    return eps(w) * decay_vacuum + decay_crystal


for ratio in (2.0, 10.0, 30.0):
    q = ratio * k_SO
    w_ret = brentq(maxwell_matching, w_TO * (1 + 1e-6), w_SO,
                   args=(q,), xtol=1e-12)
    shift = w_ret - w_SO
    estimate = -w_SO / ratio**2 * (w_SO**2 - w_TO**2)
    estimate /= 2 * w_SO**2 * (eps_inf + 1)
    if ratio >= 10:
        # The next correction is smaller by a factor of order (k/q)^2
        assert abs(shift / estimate - 1) < 5 / ratio**2
        assert abs((eps(w_ret) + 1) * ratio**2 + 1) < 5 / ratio**2
    print(f"Retarded energy at q = {ratio:.0f} k: {w_ret:.4f} meV, "
          f"shift {shift:.5f} meV, estimate {estimate:.5f} meV")

print("ALL CHECKS PASSED")
```

Printed output:

```
Input TO phonon energy: 50.0 meV
Input static permittivity: 10.0 (dimensionless)
Input high-frequency permittivity: 3.0 (dimensionless)
Oscillator strength S: 17500.0 meV^2
Formula SO phonon energy: 82.9156 meV
Formula SO phonon wavenumber: 668.76 cm^-1
Formula LO phonon energy: 91.2871 meV
SO/TO frequency ratio: 1.65831 (dimensionless)
Permittivity at SO energy: -1.000000 (dimensionless)
Pole strength 1/(eps_inf+1)-1/(eps_s+1): 0.15909
Grid: spacing 0.5 nm, crystal 80.0 nm, vacuum 100.0 nm
Grid q = 0.1 1/nm: modes TO 160, LO 159, SO 1
  grid SO energy: 82.9156 meV
  potential ratio 10 nm above surface: 0.36780
  potential ratio 10 nm below surface: 0.36780
  exp(-q * 10 nm): 0.36788
  field/polarization ratio E/P: -0.25000
  largest bulk-mode potential outside / SO: 3e-14
Grid q = 0.3 1/nm: modes TO 160, LO 159, SO 1
  grid SO energy: 82.9156 meV
  potential ratio 10 nm above surface: 0.04951
  potential ratio 10 nm below surface: 0.04951
  exp(-q * 10 nm): 0.04979
  field/polarization ratio E/P: -0.25000
  largest bulk-mode potential outside / SO: 2e-14
Reflection factor R (dimensionless), grid and pole form:
  at 0.0 meV: 0.8182, 0.8182
  at 30.0 meV: 0.8661, 0.8661
  at 50.0 meV: 1.0000, 1.0000
  at 70.0 meV: 1.6076, 1.6076
  at 82.0 meV: 14.9867, 14.9868
  at 120.0 meV: 0.2093, 0.2093
Light wavevector at SO energy: 4.202e-04 1/nm
Retarded energy at q = 2 k: 80.9777 meV, shift -1.93788 meV, estimate -1.64889 meV
Retarded energy at q = 10 k: 82.8492 meV, shift -0.06637 meV, estimate -0.06596 meV
Retarded energy at q = 30 k: 82.9083 meV, shift -0.00733 meV, estimate -0.00733 meV
ALL CHECKS PASSED
```
